# The Slope of the T0 Line in a Dilute Binary Alloy

Q: After a nanosecond laser pulse, the molten skin of an implanted crystal refreezes at metres per second. The solute has little time to move away from the front. Why should thermodynamics limit what a fast front can do?

A: Speed can prevent the solute from redistributing, but it cannot make freezing run uphill in Gibbs energy. Suppose that liquid with solute fraction $x$ turns into solid with the same fraction $x$. This is partitionless solidification. At fixed temperature and pressure, the Gibbs energy per atom changes from $G_L(x,T)$ to $G_S(x,T)$, so the process can proceed spontaneously if

$$\Delta G(x,T)\equiv G_L(x,T)-G_S(x,T)>0 .$$

The boundary is the temperature $T_0(x)$ at which $\Delta G=0$. In what follows $\Delta$ means liquid minus solid, $x$ is the atomic fraction of solute B in solvent A, the pressure is fixed and the interface is flat.

Q: The phase diagram already has a liquidus. Why is freezing not allowed as soon as the liquid is below it?

A: Below the liquidus some solid can form with a gain in Gibbs energy, but that solid generally has a different composition from the liquid. The liquidus is defined by equality of two chemical potentials, with compositions $x_L$ and $x_S$ free to differ. $T_0$ is defined by equality of one Gibbs energy at a single composition. These are different conditions and give different lines.

Q: Then $T_0$ must require the full Gibbs energies of both phases, which I do not have. What can you say without them?

A: Near $x=0$ very little is needed. For a dilute solution in phase $\varphi$ (liquid or solid), the Gibbs energy per atom is

$$G_\varphi=(1-x)g_A^\varphi+x\,g_B^\varphi+k_BT\,[x\ln x+(1-x)\ln(1-x)]+O(x^2).$$

Here $g_A^\varphi(T)$ belongs to pure A. The quantity $g_B^\varphi(T)$ is not that of pure B: it describes a B atom surrounded by A.

Q: You have written down ideal mixing. Real alloys are not ideal.

A: The interactions are there. Take an interaction energy $x(1-x)\Omega_\varphi=x\,\Omega_\varphi-x^2\Omega_\varphi$. Its linear part is absorbed in $g_B^\varphi$, and its quadratic part belongs to $O(x^2)$. What I assume is Henry's law in both phases: each solute atom is a single independent particle, and solute atoms affect one another first at order $x^2$.

Q: Show me the chemical potentials. I do not want to guess which terms survive.

A: Take $N$ atoms, of which $N_B=xN$ are solute. The total Gibbs energy is $NG(x)$. Adding a B atom at fixed $N_A$ changes $x$ by $\partial x/\partial N_B=(1-x)/N$; adding an A atom changes it by $\partial x/\partial N_A=-x/N$. Hence

$$\mu_B=G+(1-x)G',\qquad \mu_A=G-xG'.$$

The derivative is

$$G'=-g_A+g_B+k_BT[\ln x-\ln(1-x)]+O(x),$$

because the $+1$ and $-1$ from differentiating the two logarithmic terms cancel. In $\mu_A$ the terms in $g_B$ and in $x\ln x$ cancel. The remaining terms are $(1-x)g_A+xg_A=g_A$ and $k_BT[(1-x)+x]\ln(1-x)$, so

$$\mu_A=g_A+k_BT\ln(1-x)+O(x^2)=g_A-k_BT\,x+O(x^2).$$

In $\mu_B$ the terms in $g_A$ and in $\ln(1-x)$ cancel, while $[x+(1-x)]\ln x=\ln x$:

$$\mu_B=g_B+k_BT\ln x+O(x).$$

Q: Now the liquidus. Where does the latent heat enter?

A: Through the pure solvent. Let $T_m$ be its melting temperature and $L$ its latent heat per atom. At $T_m$ the two phases of A are in equilibrium, so $\Delta g_A(T_m)=0$. The temperature derivative of a Gibbs energy is minus the entropy, and the entropy of melting is $L/T_m$. Therefore

$$\Delta g_A(T)=\frac{L}{T_m}(T_m-T)+O\big((T_m-T)^2\big).$$

Equality of $\mu_A$ in the two phases reads $g_A^L-k_BTx_L=g_A^S-k_BTx_S$, or

$$\frac{L}{T_m}(T_m-T)=k_BT_m(x_L-x_S).$$

On the right I replaced $T$ by $T_m$. Since $T_m-T$ is itself of order $x$, this changes the equation at order $x^2$. Define the equilibrium partition ratio $k_e$ as the limit of $x_S/x_L$ for $x_L\to0$, and assume that it is positive and finite. With $x_S=k_ex_L$,

$$T-T_m=\frac{k_BT_m^2}{L}(k_e-1)\,x_L,\qquad m_L=\frac{k_BT_m^2}{L}(k_e-1).$$

The liquidus slope $m_L$ is negative for $k_e<1$. The same temperature plotted against $x_S=k_ex_L$ gives the solidus slope $m_S=m_L/k_e$.

Q: That used the solvent. The $T_0$ condition also contains $\Delta g_B$, the preference of a solute atom for one phase. Is that not a new unknown?

A: It is already measured by $k_e$. Equality of $\mu_B$ gives

$$g_B^L+k_BT\ln x_L=g_B^S+k_BT\ln x_S\quad\Rightarrow\quad \Delta g_B=k_BT\ln\frac{x_S}{x_L}.$$

In the dilute limit $T\to T_m$, so $\Delta g_B(T_m)=k_BT_m\ln k_e$. For $k_e<1$ this is negative: a B atom has the lower Gibbs energy in the liquid, apart from mixing entropy.

Q: Then finish it. What is the slope of $T_0$?

A: Subtract the Gibbs energies at the same $x$. The mixing terms are identical and cancel:

$$\Delta G=(1-x)\Delta g_A+x\,\Delta g_B+O(x^2).$$

Near $T_0$, $\Delta g_A$ is of order $x$, so $x\Delta g_A$ is of order $x^2$ and can be dropped. Replacing $\Delta g_B(T)$ by its value at $T_m$ costs a term of order $x(T_m-T)$, again $x^2$. What remains is

$$\Delta G=\frac{L}{T_m}(T_m-T)+x\,k_BT_m\ln k_e .$$

Setting this to zero gives

$$T_0-T_m=\frac{k_BT_m^2}{L}\ln k_e\;x,\qquad m_0=\frac{k_BT_m^2}{L}\ln k_e .$$

Dividing by $m_L$ removes the solvent's prefactor:

$$\boxed{\,m_0=m_L\,\frac{\ln k_e}{k_e-1}\,}$$

This is a relation between initial slopes. At finite composition it gives $T_0$ to first order in $x$.

Q: Your liquidus contains $k_e-1$ and your $T_0$ line contains $\ln k_e$. What is the physical difference?

A: On the liquidus, the compositions adjust until the solute has no preference left. What shifts the temperature is the difference in solvent dilution, $x_L-x_S$. On the $T_0$ line the dilution is the same in both phases and has no effect. Instead, each solute atom enters the solid at a cost $-k_BT_m\ln k_e$. For $k_e<1$ this cost is positive, and the solvent must pay for it by being undercooled. For $k_e>1$ it is a gain, and $T_0$ lies above $T_m$.

Q: Does $T_0$ really lie between the liquidus and the solidus, even when the solute raises the melting point?

A: Consider $f(k)=k-1-\ln k$. Its derivative $1-1/k$ is negative below $k=1$ and positive above, so $f$ has its minimum, zero, at $k=1$. Thus $\ln k<k-1$ for $k\ne1$. Applying this to $1/k$ gives $-\ln k<1/k-1$. Together,

$$1-\frac1{k_e}<\ln k_e<k_e-1 .$$

Multiplication by the positive quantity $k_BT_m^2/L$ gives $m_S<m_0<m_L$, with signs included. At a given small $x$ the liquidus is highest, $T_0$ is next and the solidus is lowest, for either sign of the slopes.

Q: And at $k_e=1$ your formula is zero over zero.

A: Expand $\ln k_e=(k_e-1)-\tfrac12(k_e-1)^2+\dots$. The factor becomes $1-\tfrac12(k_e-1)+\dots$ and tends to 1. Both slopes vanish there, and the three lines merge to first order. In the opposite limit, $k_e\to0$, the liquidus slope tends to the finite value $-k_BT_m^2/L$, while $m_0$ grows in size as $\ln(1/k_e)$ and the solidus slope as $1/k_e$. A solute that the crystal hardly accepts in equilibrium can therefore still have a moderate $T_0$ slope.

Q: All this rests on dropped terms. Has the relation been tested where those terms are present?

A: Yes, on four model alloys with solute interactions in both phases, asymmetric in composition in one of the two, and with a heat-capacity difference between liquid and solid A. The equilibrium compositions were found numerically from equal chemical potentials, and $T_0$ from equal Gibbs energies. The slopes and $k_e$ were then extrapolated to $x=0$:

| $k_e$ | $m_L$ (K/at.%) | $m_0$ (K/at.%) | $m_0/m_L$ | $\ln k_e/(k_e-1)$ |
|---|---|---|---|---|
| 0.310 | −3.246 | −5.509 | 1.697 | 1.697 |
| 0.00095 | −4.132 | −28.800 | 6.969 | 6.969 |
| 5.705 | 35.292 | 13.062 | 0.370 | 0.370 |
| 0.813 | −0.878 | −0.972 | 1.107 | 1.107 |

The second row shows the logarithm at work: $k_e$ is about a thousandth, but the $T_0$ line is steeper than the liquidus by a factor of seven. In the third row the solute raises the melting point, and $T_0$ rises less steeply than the liquidus.

Q: Give me a real case. What does this mean for an implanted wafer?

A: Take silicon implanted with germanium and melted by a nanosecond pulse. As inputs I choose $T_m=1685$ K (silicon melts near 1700 K) and the rough values $L=0.52$ eV per atom and $k_e=0.33$. Let the liquid at the interface contain 2 at.% Ge. With $5.0\times10^{22}$ sites per cm³ and a melt 100 nm deep, uniform filling to that level needs a dose of

$$0.02\times5.0\times10^{22}\ \text{cm}^{-3}\times10^{-5}\ \text{cm}=1.0\times10^{16}\ \text{cm}^{-2}.$$

The prefactor $k_BT_m^2/L$ is 4.705 K/at.%. Hence

$$m_L=4.705\times(0.33-1)=-3.15\ \text{K/at.\%},$$

$$\frac{\ln k_e}{k_e-1}=\frac{-1.1087}{-0.67}=1.655,\qquad m_0=-3.152\times1.6547=-5.22\ \text{K/at.\%}.$$

At 2 at.%, $T_0$ lies $2\times5.216=10.4$ K below the melting point of silicon, at about 1675 K. The liquidus is at about 1679 K and the solidus at about 1666 K. In the 4 K between liquidus and $T_0$, freezing can lower the Gibbs energy, but not without a change of composition.

Q: Two per cent is not infinitesimal. How far is the straight line off?

A: I compared it with a full model having interaction energies of 0.07 eV in the liquid and 0.04 eV in the solid, a heat-capacity difference of $-2.0\times10^{-5}$ eV/K and a melting entropy of $3.2\times10^{-4}$ eV/K for germanium, all rough. The partition ratio in the dilute limit was held at 0.33. These rough inputs are not fully consistent: extended to pure germanium, the model melts at 1088 K instead of the measured 1211 K. Matching that melting point with the same interactions would require $k_e\approx0.43$ and would raise $T_0$ by about 2.5 K. The comparison therefore tests the straight line at a given $k_e$, not the value of $k_e$. The full $T_0$ lies 0.03 K below the straight line.

The offset is this small partly because two larger terms nearly cancel. The dropped term $-x\Delta g_A$ alone would lower $T_0$ by about 0.2 K, while the change of $\Delta g_B$ between $T_m$ and $T_0$ would raise it by about as much, because the melting entropies used for silicon and germanium are close. With $2.0\times10^{-4}$ eV/K for germanium, the full $T_0$ would lie 0.11 K below the line.

Most of what remains here comes from the interaction. It adds $-x^2(\Omega_L-\Omega_S)$ to $\Delta G$. Near $T_0$, the linear expression above can be rewritten as $\Delta G=(L/T_m)(T_0-T)$, so the extra term shifts $T_0$ by

$$-\frac{T_m}{L}x^2(\Omega_L-\Omega_S)=-\frac{1685}{0.52}\times0.0004\times0.03\ \text{K}=-0.039\ \text{K}.$$

The numerical solution gives the same shift. The heat-capacity difference contributes $+0.002$ K.

Q: A germanium-rich layer that regrows on silicon is strained. You have left that out.

A: I have, so let us size it. With a mismatch of 0.042 per unit Ge fraction, the in-plane strain is $\varepsilon=0.042\times0.02=8.4\times10^{-4}$. Two in-plane stresses $M\varepsilon$, with biaxial modulus $M$, each do work $\tfrac12M\varepsilon^2$ per volume, so the stored energy density is $M\varepsilon^2$. For volume $v$ per atom, this raises the solid's Gibbs energy by $vM\varepsilon^2$ and lowers $T_0$ by $(T_m/L)\,vM\varepsilon^2$. With the room-temperature modulus of 180 GPa for a (100) wafer, the shift is $-0.05$ K; a crystal 15% softer near its melting point would give $-0.04$ K.

The partition ratio matters more. If $k_e$ is 10% larger, with $T_m$, $L$ and $x$ held fixed, $T_0$ rises by $4.705\times2\times\ln1.1=0.90$ K. The uncertainty in $k_e$ thus outweighs the other corrections to the equilibrium $T_0$ line considered here.

Q: Suppose the liquid is now below $T_0$. Will it freeze without partitioning?

A: Not necessarily. Being below $T_0$ permits partitionless freezing, but does not enforce it. The composition of the solid is decided by a competition between the advance of the front and the exchange of atoms across it. Let $k=x_S/x_L$ be the actual ratio at speed $V$. The front consumes liquid of composition $x_L$ and leaves solid of composition $x_S$, so, per lattice site, solute must be returned to the liquid at the rate $V(x_L-x_S)$. A simple kinetic model, the dilute continuous growth model, takes the exchange that returns it as proportional to the departure from equilibrium:

$$V(x_L-x_S)=V_D(x_S-k_ex_L).$$

The diffusive speed $V_D$ measures how readily solute crosses the interface. Dividing by $x_L$ gives $V-Vk=V_Dk-V_Dk_e$, hence

$$k=\frac{k_e+V/V_D}{1+V/V_D}.$$

In this model $k$ approaches 1 as $V/V_D$ grows, but does not reach it at finite speed.

Q: Then your $T_0$ line applies to a limit that the front never reaches. What bounds the real case?

A: Repeat the energy argument with $k$ between $k_e$ and 1. For each atom frozen, $(1-x_S)$ atoms of A and $x_S$ atoms of B leave a liquid of composition $x_L$. The driving force is

$$D=(1-x_S)\Delta\mu_A+x_S\Delta\mu_B .$$

From the chemical potentials above, to the order needed,

$$\Delta\mu_A=\frac{L}{T_m}(T_m-T)-k_BT_m(x_L-x_S),$$

$$\Delta\mu_B=k_BT_m\ln k_e+k_BT_m\ln\frac{x_L}{x_S}=k_BT_m\ln\frac{k_e}{k}.$$

Near $D=0$, $\Delta\mu_A$ is of order $x$, so the factor $1-x_S$ can be replaced by 1. With $x_S=kx_L$, the condition $D=0$ becomes

$$T-T_m=-\frac{k_BT_m^2}{L}\Big[1-k+k\ln\frac{k}{k_e}\Big]x_L .$$

For $k=k_e$ the logarithm vanishes and this is the liquidus. For $k=1$ the bracket is $-\ln k_e$ and this is the $T_0$ line. The derivative of the bracket with respect to $k$ is $-1+\ln(k/k_e)+1=\ln(k/k_e)$, which is positive for $k>k_e$. When $k_e<1$, the limiting temperature at fixed $x_L$ thus falls steadily from the liquidus to $T_0$ as trapping becomes more complete.

Note the sign of $\Delta\mu_B$: for $k>k_e$ it is negative. The solute atoms go up in chemical potential as they are buried, and the solvent supplies the gain that makes $D$ positive.

Q: Put numbers to it for the silicon melt.

A: Take a regrowth speed of 3 m/s and a diffusive speed of 1 m/s, both rough. Then

$$k=\frac{0.33+3}{1+3}=0.83 .$$

Trapping is strong but incomplete. With the interface liquid still held at 2 at.%, the temperature of zero driving force is about 1676 K, which is 1.6 K above $T_0$.

A moving front also needs a finite driving force. With a rough kinetic coefficient of 15 K per m/s, and the undercooling counted from the zero-force temperature, the interface runs $15\times3=45$ K lower, near 1631 K. That is about 43 K below $T_0$.

Q: So the kinetic term is four times the whole alloy shift of 10 K. Is $T_0$ of any use here?

A: It answers a different question. The 45 K does not move $T_0$; it tells us where the interface sits relative to it. For these numbers the interface lies well below $T_0$, so partitionless freezing is permitted, and what keeps the solid from taking up all the solute is the exchange across the interface. With more solute at the same speed, the zero-force temperature lies further above $T_0$, in proportion to $x_L$, while the kinetic undercooling stays at 45 K in this model. The interface then comes closer to $T_0$, but only by about 0.8 K per at.%, so in a dilute alloy at this speed it stays far below.

How well does this picture fit a real wafer? The dose, depth and speed are of the size met in pulsed-laser melting of silicon. The diffusive speed and kinetic coefficient are the least certain inputs; with a diffusive speed of 2.5 m/s instead of 1 m/s, $k$ would be 0.70 instead of 0.83. Even a uniformly filled melt would not keep the interface liquid at 2 at.%. The front rejects some solute, and in steady growth the solid takes the composition of the distant melt, so the interface liquid rises to $2/0.83=2.4$ at.% and its $T_0$ falls by about 2 K. A real implant is not uniform either: the local composition varies with depth and time, and the shift follows it at 5.2 K per at.%. An interface liquid at 3 at.% instead of 2 would have its $T_0$ about 5 K lower.

Q: You chose germanium. Would the same argument hold for a heavy dose of a donor?

A: Not without care, because Henry's law can fail. Suppose that each solute atom contributes $\nu_\varphi$ independent particles in phase $\varphi$. The leading mixing term becomes $\nu_\varphi k_BT\,x\ln x$, and the solute's chemical potential contains $\nu_\varphi k_BT\ln x$. Equilibrium then requires

$$\nu_L\ln x_L-\nu_S\ln x_S=\text{constant at given }T,$$

so $x_S\propto x_L^{\nu_L/\nu_S}$. If $\nu_L\ne\nu_S$, the ratio $x_S/x_L$ varies with composition wherever this counting holds. There is no constant $k_e$ to insert there, and the mixing terms no longer cancel in $\Delta G$. An ionised donor in the solid is such a case when its electrons outnumber the thermally generated carriers but are still dilute enough to behave as a classical gas: the ion and its electron then count as two particles. In silicon near its melting point this window is so narrow that the effective count does not settle at two: it passes through that value near $1$ to $2\times10^{20}$ donors per cm³ and keeps rising. Rough band parameters (gaps between about 0.6 and 0.45 eV at this temperature) give $0.3$ to $0.8\times10^{20}$ thermal electrons per cm³, and the classical description already fails near $4\times10^{20}$ per cm³. A fully ionised donor at 2 at.%, or $10^{21}$ per cm³, lies beyond the window: its electrons are degenerate, and the simple count of two no longer applies. At much lower doping the thermal carriers fix the chemical potential of the electrons, the donor counts as one particle, and Henry's law with a constant $k_e$ returns. Germanium has the same valence as silicon and avoids this difficulty.

Q: And if my phase diagram is in weight per cent?

A: In the dilute limit the mass fraction is $x$ times the ratio of atomic masses, $M_B/M_A$, in both phases. Both slopes are divided by this same constant and $k_e$ is unchanged, so the relation between the slopes stays as it is. The slopes in the silicon example are in kelvin per atomic per cent.

## Table of computed values

```
MODEL ALLOYS (numerical slopes, extrapolated to x=0)
alloy 1: ke = 0.31012, mL = -3.246, m0 = -5.509 K/at.%
  m0/mL = 1.6971; ln(ke)/(ke-1) = 1.6971
alloy 2: ke = 0.00095, mL = -4.132, m0 = -28.800 K/at.%
  m0/mL = 6.9693; ln(ke)/(ke-1) = 6.9693
alloy 3: ke = 5.70476, mL = 35.292, m0 = 13.062 K/at.%
  m0/mL = 0.3701; ln(ke)/(ke-1) = 0.3701
alloy 4: ke = 0.81334, mL = -0.878, m0 = -0.972 K/at.%
  m0/mL = 1.1069; ln(ke)/(ke-1) = 1.1069
EXAMPLE: Ge in Si, rough inputs
melting temperature Tm = 1685 K
latent heat L = 0.52 eV/atom
partition ratio ke = 0.33
Ge in liquid at interface = 2.0 at.%
site density = 5.0e+22 cm^-3
melted depth = 100 nm
dose for uniform filling = 1.0e+16 cm^-2
EXAMPLE: straight lines
kB*Tm^2/L = 4.705 K/at.%
ln(ke) = -1.1087
factor ln(ke)/(ke-1) = 1.6547
liquidus slope = -3.152 K/at.%
T0 slope = -5.216 K/at.%
solidus slope = -9.553 K/at.%
liquidus temperature = 1678.70 K
T0 temperature = 1674.57 K
solidus temperature = 1665.89 K
T0 below Tm by 10.43 K
T0 below liquidus by 4.13 K
EXAMPLE: full non-ideal model
interaction energy, liquid = 0.07 eV
interaction energy, solid = 0.04 eV
heat capacity, liquid - solid = -2.0e-05 eV/K
melting entropy of Ge = 3.2e-04 eV/K
liquidus = 1678.70 K, T0 = 1674.54 K
solidus = 1665.62 K
T0, full minus straight = -0.029 K
EXAMPLE: size of neglected effects
T0 shift, solute interaction = -0.039 K
T0 shift, heat capacity = 0.0021 K
mismatch = 0.042, modulus = 180 GPa
T0 shift, coherency strain = -0.051 K
T0 shift if ke is 10% larger = 0.90 K
regrowth speed = 3.0 m/s
diffusive speed = 1.0 m/s
actual ratio xS/xL at this speed = 0.8325
zero-force temperature there = 1676.17 K
  above T0 by 1.61 K
kinetic coefficient = 15 K per (m/s)
kinetic undercooling = 45 K
interface temperature = 1631 K
  below T0 by 43.4 K
```
